# Finite-Thickness Correction to Stoney Curvature at Fixed Mismatch Strain, part 2

A film bonded to a substrate bends the pair because the two layers do not fit each other. The problem is to find the curvature $\kappa$ far from the edges when the film is not negligibly thin.

Film and substrate have thicknesses $h_f,h_s$ and biaxial moduli $M_f,M_s$, where $M=E/(1-\nu)$ for an isotropic layer with Young's modulus $E$ and Poisson ratio $\nu$. The ratios are $m=M_f/M_s$ and $h=h_f/h_s$. The mismatch strain $e_m$ is the film's elastic strain on a flat, unstrained substrate, and $\sigma_m=M_fe_m$. Tension is positive, and $\kappa$ is positive with the film on the concave side. The plate has height $w$ at distance $r$ from its centre. The height $z$ is measured from the middle of the substrate towards the film, and $e_0$ is the strain of that middle surface.

Minimizing the elastic energy with respect to $e_0$ and $\kappa$ gave

$$
Q(m,h)=\frac{\kappa}{\kappa_{\rm St}}
=\frac{1+h}{1+4mh+6mh^2+4mh^3+m^2h^4},
$$

where $\kappa_{\rm St}=6\sigma_mh_f/(M_sh_s^2)$ is the Stoney curvature and the denominator is called $D$. For small $h$ at fixed $m$,

$$
Q=1+(1-4m)h+(16m^2-10m)h^2+O(h^3).
$$

The same result is now being derived from forces, with an imagined cut along the interface. The actual mean film stress after relaxation is $S$. The film carries the force $F=Sh_f$ per unit width, and the substrate carries $-F$. Within each layer, bending adds a stress $-M\kappa z'$, where $z'$ is the distance from that layer's own middle. Zero total moment requires

$$
F\frac{h_s+h_f}{2}
-\frac{\kappa}{12}(M_sh_s^3+M_fh_f^3)=0,
$$

which gives

$$
\kappa=\frac{6Sh_f}{M_sh_s^2}\,L,
\qquad L=\frac{1+h}{1+mh^3}.
$$

Here $L$ is the lever factor. The mean stress $S$ is still to be found.

### Relaxation of the film stress

The mean stress is not yet known. It follows from the condition that the layers do not slip. On the substrate side of the interface, the total strain is the compression by $-F$ plus the bending strain at $z'=h_s/2$:

$$
-\frac{F}{M_sh_s}-\frac{\kappa h_s}{2}.
$$

At the middle of the film the elastic strain is $F/(M_fh_f)$. The total strain, measured from the unstrained substrate, is smaller by $e_m$. The interface lies at $z'=-h_f/2$ in the film, where bending adds $+\kappa h_f/2$. The film side therefore has the strain

$$
\frac{F}{M_fh_f}-e_m+\frac{\kappa h_f}{2}.
$$

Equating the two and solving for the mismatch gives

$$
e_m=\frac{F}{M_fh_f}+\frac{F}{M_sh_s}
+\frac{\kappa(h_s+h_f)}2.
$$

The mismatch is shared among elastic strain left in the film, compression of the substrate, and bending. Let $s=S/\sigma_m$ be the fraction of the mismatch stress that survives. Since $F=sM_fe_mh_f$, division by $e_m$ turns the first two terms into $s$ and $mhs$. The moment equation gives $\kappa=6mhs\,e_mL/h_s$, so the third term becomes

$$
\frac{\kappa(h_s+h_f)}{2e_m}
=3mhs\,(1+h)L
=\frac{3mh(1+h)^2}{1+mh^3}s.
$$

The three terms add to one:

$$
s\left[1+mh+\frac{3mh(1+h)^2}{1+mh^3}\right]=1.
$$

Multiplication by $1+mh^3$ gives the denominator

$$
(1+mh)(1+mh^3)+3mh(1+h)^2.
$$

The first product is $1+mh+mh^3+m^2h^4$, and the second term is $3mh+6mh^2+3mh^3$. Their sum is $D$. Hence

$$
s=\frac{1+mh^3}{D},
\qquad
\frac{\kappa}{\kappa_{\rm St}}=sL=\frac{1+h}{D}.
$$

This is the energy result. Its leading correction now has two identifiable parts. The longer arm gives $L=1+h+O(h^2)$. Relaxation gives $s=1-4mh+O(h^2)$, in which $-mh$ is due to compression of the substrate and $-3mh$ to bending. Their product is $1+(1-4m)h$ to first order.

The distinction matters when a measured curvature is converted to stress. Stoney's formula returns

$$
\sigma_{\rm app}=\frac{M_sh_s^2\kappa}{6h_f}
=\sigma_m\frac{1+h}{D}=SL.
$$

This apparent stress is in general neither the mismatch stress nor the mean film stress. The correction needed depends on which of the two is wanted.

### A silicon dioxide film on thin germanium

Consider a $1.0\ \mu$m silicon dioxide film deposited on a (001) germanium disc of thickness $20\ \mu$m and radius $500\ \mu$m. Rough typical biaxial moduli are 85 GPa for the film and 140 GPa for the substrate. Thus $m=85/140=0.607$ and $h=1/20=0.05$.

The pair is cooled by 300 K, so $\Delta T=-300$ K. Rough expansion coefficients are $\alpha_f=0.5\times10^{-6}$/K and $\alpha_s=6.0\times10^{-6}$/K. The free film would have the thermal strain $\alpha_f\Delta T$, but the bond imposes $\alpha_s\Delta T$. The elastic mismatch strain is their difference:

$$
e_m=(\alpha_s-\alpha_f)\Delta T
=5.5\times10^{-6}\times(-300)=-0.00165.
$$

The mismatch stress is $85\ {\rm GPa}\times(-0.00165)=-140$ MPa. The film is in compression and lies on the convex side. The Stoney curvature is

$$
\kappa_{\rm St}=\frac{6(0.607)(0.05)(-0.00165)}{20\times10^{-6}\ {\rm m}}
=-15.0\ {\rm m}^{-1}.
$$

The leading correction is $(1-4\times0.607)\times0.05=-7.1\%$. The full ratio is 0.929, and the corrected curvature is $-14.0\ {\rm m}^{-1}$. This corresponds to a radius of curvature of 72 mm and a centre-to-edge bow of $1.7\ \mu$m.

The first-order ratio, 0.92857, is closer to the full value, 0.92851, than the second-order ratio, 0.92814. This is a cancellation at these particular values. Carrying the expansion one order further gives the coefficient $-10m+64m^2-64m^3$ of $h^3$. Here it is positive, and its term nearly cancels the negative term in $h^2$. The closeness of the first-order value does not measure the general accuracy of the expansion.

The lever factor is 1.050, and the surviving stress fraction is 0.884. Compression of the substrate takes up 0.027 of the mismatch, and bending takes up 0.089. The mean film stress is therefore $0.884\times(-140)=-124$ MPa. Stoney's formula applied to the corrected curvature returns $-130$ MPa. In magnitude this is 7% below the mismatch stress and 5% above the mean film stress.

### Edges and large deflections

The plate result was compared with a finite-element solution of linear elasticity for the whole disc, with a free edge. The layers were isotropic, with the same biaxial moduli and with Poisson ratios 0.17 for the film and 0.27 for the substrate. The central curvature ratio was 0.92898. Refining the mesh changed it by $2\times10^{-6}$. The difference from the plate result is $5\times10^{-4}$, or about 0.05% of the Stoney curvature, much smaller than the 7% correction. It arises at the free edge when the two Poisson ratios differ. With equal ratios it falls to about $10^{-6}$, and in linear elasticity it halves when the disc radius is doubled at fixed layer thicknesses. A harder case had $m=2$, $h=0.3$, Poisson ratios 0.35 for the film and 0.20 for the substrate, and a radius of 25 substrate thicknesses. It gave 0.2748, against 0.2749 from the formula.

Large deflection is a separate matter, because a flat disc cannot become a spherical cap without stretching. To estimate the effect, treat the film as a load that would give the substrate a curvature $\kappa_0$ in linear theory. Let $R$ be the disc radius, $\beta=dw/dr$ the slope, $u$ the radial displacement, and $E,\nu$ the substrate constants. Primes denote derivatives with respect to $r$. The middle-surface strains are $u'+\beta^2/2$ and $u/r$. Let $N$ and $N_\theta$ be the radial and circumferential forces per width due to this stretching. With $B=Eh_s^3/[12(1-\nu^2)]$, the bending moments are

$$
P_r=B[\beta'+\nu\beta/r-(1+\nu)\kappa_0],
$$

$$
P_\theta=B[\beta/r+\nu\beta'-(1+\nu)\kappa_0].
$$

At equilibrium the energy does not change under small variations of $u$ and $\beta$:

$$
\int_0^R\left[N(\delta u'+\beta\delta\beta)+N_\theta\frac{\delta u}{r}
+P_r\delta\beta'+P_\theta\frac{\delta\beta}{r}\right]r\,dr=0.
$$

Integration by parts gives $N_\theta=(rN)'$ and $(rP_r)'-P_\theta=rN\beta$, with $N=P_r=0$ at the edge. Inserting the moments, in which the terms in $\nu$ and $\kappa_0$ cancel, gives

$$
B(r\beta''+\beta'-\beta/r)=rN\beta.
$$

The two strains contain the same $u$. Hooke's law makes them $(N-\nu N_\theta)/(Eh_s)$ and $(N_\theta-\nu N)/(Eh_s)$. Since $u'$ is the derivative of $r$ times the second strain,

$$
[r(N_\theta-\nu N)]'=N-\nu N_\theta-\tfrac12Eh_s\beta^2.
$$

Using $N_\theta=N+rN'$ turns this into

$$
r^2N''+3rN'=-\tfrac12Eh_s\beta^2.
$$

To lowest order $\beta=\kappa_0r$. The solution that is finite at the centre and zero at the edge is $N=Eh_s\kappa_0^2(R^2-r^2)/16$. The correction $\beta_1$ to the slope then obeys

$$
r\beta_1''+\beta_1'-\frac{\beta_1}{r}
=C(R^2r^2-r^4),\qquad
C=\frac{3(1-\nu^2)\kappa_0^3}{4h_s^2}.
$$

Applied to $r^3$ and $r^5$, the left side gives $8r^2$ and $24r^4$. Hence $\beta_1=C(R^2r^3/8-r^5/24)+Ar$. The edge condition $\beta_1'+\nu\beta_1/R=0$ gives

$$
(1+\nu)A+CR^4\left(\frac16+\frac{\nu}{12}\right)=0.
$$

The change of central curvature is $A$. With $K=|\kappa_0|R^2/h_s$, the relative fall is

$$
-\frac{A}{\kappa_0}=\frac{(1-\nu)(2+\nu)}{16}K^2.
$$

For the example, the corrected linear curvature gives $K=0.174$, and the estimated fall is 0.315%. A numerical solution of the two nonlinear equations gives 0.313%. The close agreement tests the expansion in $K$, not the simplified model. The film's elastic response and the elastic anisotropy of germanium are both left out here. On an isotropic substrate the film lowers the fall by about 0.04 percentage points. About half of this is added stiffness. The other half is a coupling of stretching to bending caused by the unequal Poisson ratios, and it changes sign for a tensile film. The anisotropy alone raises the fall by about 0.03 percentage points. The two shifts do not simply add: with both included the fall is about 0.32%, so the estimate for the real pair remains about 0.3%. Since $K$ grows as $R^2$, a wider disc of the same thickness can leave the linear regime even though $h$ is unchanged.

### The model beside a real film

The moduli and expansion coefficients are of the size expected for these materials, but the substrate is far thinner than an ordinary wafer. For a $500\ \mu$m substrate with the same film, $h=0.002$ and the leading correction is only about $-0.3\%$. One assumption that can fail in a real deposited film is that cooling is the sole source of mismatch. Deposition can leave an intrinsic stress. A rough value of $-100$ MPa, defined on a flat substrate, would raise the magnitude of the curvature by 71%. If this stress is uniform, it adds to $\sigma_m$ and leaves the ratio $\kappa/\kappa_{\rm St}$ unchanged. A germanium expansion coefficient 10% larger would raise the curvature by 11%, again without changing the ratio. A modulus ratio 10% larger would lower the ratio by 1.1 percentage points.

Fixed mismatch strain is also a condition on the process. If the strain varies with thickness as $e_m(h)=e_m(0)(1+qh)$, and the reference is Stoney's formula with $e_m(0)$, the leading change becomes $(1-4m+q)h$. A series of oxides whose growth or flow changes the mismatch therefore does not test $(1-4m)h$ alone. If oxidation consumes substrate, $h_s$ must be the thickness that remains.

### What each derivation assumes

Both derivations assume a perfect bond, small slopes, negligible normal stress, and a strain linear in $z$ within each layer. Both describe the region away from the edge. They differ in where equilibrium and the film's elastic law enter.

The energy derivation assumes a stored elastic energy in both layers and a known $e_m$. It does not assume the force and moment balances, which follow from the minimum. Free edges enter through the absence of external work and the freedom to vary both $e_0$ and $\kappa$. A clamp would restrict these variations or add work, and the result would not apply.

The force derivation assumes the balances from the start and needs no energy function. The film's elastic law enters through its bending resistance and through the no-slip condition that determines $S$. If the film has yielded or flowed, $e_m$ may no longer determine its stress, and the factor $s$ fails. The moment balance still holds. If the film stress is then a uniform $S$, its moment about the film's own middle is zero, and an elastic substrate has

$$
\kappa=\frac{6Sh_f}{M_sh_s^2}(1+h).
$$

The force method therefore still relates curvature to mean stress where the energy method, as used here, has no valid starting point.

A mismatch that varies through the film shows the limit of the shared assumption of uniformity. Let it be $e_m(1+gz'/h_f)$, where $z'$ runs from $-h_f/2$ to $h_f/2$ and $e_m$ is now the mean. The variation adds the moment

$$
\int_{-h_f/2}^{h_f/2}M_fe_m\frac{g z'}{h_f}z'dz'
=\frac{gM_fe_mh_f^2}{12}.
$$

Relative to the leading moment $M_fe_mh_fh_s/2$, this is $gh/6$. The leading change of curvature becomes $(1-4m+g/6)h$. A gradient through the film thus enters at the same order as the finite-thickness correction, and $(1-4m)h$ requires a mismatch that is uniform through the film as well as independent of its thickness. The remaining computed values are in the numerical output.

## Computed results

```
INPUTS: rough SiO2 film on (001) Ge disc
film thickness = 1.0 um
substrate thickness = 20.0 um
disc radius = 500 um
film biaxial modulus = 85 GPa
substrate biaxial modulus = 140 GPa
Poisson ratios film, substrate = 0.17, 0.27
expansion film, substrate = 0.5, 6.0 1e-6/K
temperature change = -300 K
RESULTS
modulus ratio m = 0.6071
thickness ratio h = 0.0500
mismatch strain = -0.1650 %
mismatch stress = -140.25 MPa
Stoney curvature = -15.0268 1/m
corrected curvature = -13.9526 1/m
corrected radius of curvature (size) = 71.67 mm
centre-to-edge bow (size) = 1.744 um
full curvature ratio = 0.928512
first-order ratio = 0.928571
second-order ratio = 0.928138
leading relative change = -7.143 %
full relative change = -7.149 %
lever factor = 1.049920
stress-relief factor = 0.884364
midplane strain / mismatch = -0.026847
bending strain at film middle / mismatch = -0.088789
mean film stress = -124.03 MPa
stress returned by Stoney = -130.22 MPa
COMPARISON at the same h: m, leading change, full change
m=0.10: 3.000 %, 2.785 %
m=0.25: 0.000 %, -0.368 %
m=1.00: -15.000 %, -13.616 %
m=2.00: -35.000 %, -26.626 %
FINITE ELEMENTS: isotropic layers, free edge
example ratio, coarse mesh = 0.928976
example ratio, fine mesh = 0.928977
mesh shift = 1.72e-06
fine mesh minus plate formula = 4.65e-04
thick test m, h = 2.0, 0.3
thick test elements, formula = 0.27480, 0.27493
NEGLECTED EFFECTS
scaled curvature K = 0.1744
large-deflection fall, formula = 0.3150 %
large-deflection fall, numerical = 0.3129 %
rough intrinsic stress = -100 MPa
its curvature change = 71.3 %
curvature change for +10% Ge expansion = 10.9 %
ratio change for +10% modulus ratio = -1.06 points
```
